\section*{The van der Pauw Relation for a Hole-Free Sheet, by Conformal Mapping}

\section{What is measured}

Q: I have a conducting film with an irregular outline and four small contacts on its edge. I can measure voltages and currents, but I don't know how the current spreads. How can such readings give a property of the film alone?

A: First let us fix what the readings are. Call the contacts $A,B,C,D$, in the order in which they are met when the edge is followed counterclockwise. Send a current $I$ in at $A$ and out at $B$, then send it in at $B$ and out at $C$. Define
\begin{equation}
R_1=\frac{V_D-V_C}{I}\quad(A\to B),\qquad
R_2=\frac{V_A-V_D}{I}\quad(B\to C).
\label{def}
\end{equation}
The voltmeter draws no current. The film property is the sheet resistance $R_s=\rho/t$, with resistivity $\rho$ and thickness $t$. I take it to be uniform and the same in all directions of the plane, and I exclude a magnetic field. The current per unit width, integrated over the thickness, is then
\begin{equation}
\mathbf k=-\frac{1}{R_s}\nabla\phi,\qquad \nabla\cdot\mathbf k=0
\quad\Longrightarrow\quad \nabla^2\phi=0 .
\label{ohm}
\end{equation}
The second equation is charge conservation in steady flow. Uniform $R_s$ is what lets us take it outside the divergence. The edge is insulating except at the contacts.

Q: A point contact carrying a finite current has an infinite potential. Have you not spoiled the problem already?

A: The divergence is real, but it is not in the readings. Near a contact on a smooth piece of edge, the current spreads through a half-circle of length $\pi r$, so $k=I/(\pi r)$ and $\phi\simeq-(R_sI/\pi)\ln r$ near the entry point. This diverges at the current contacts. The voltages in \eqref{def} are read at the other two contacts, where $\phi$ is finite. A point contact means the limit of a small contact with fixed total current.

\section{Replacing the edge current by edge values}

Q: What if a contact sits at a corner? There the edge has no normal, and your half-circle is wrong.

A: Then it is better to count current than to specify its density. Introduce a stream function $\psi$ such that $F=\phi+i\psi$ is an analytic function of $z=x+iy$. The Cauchy--Riemann equations are
\begin{equation}
\phi_x=\psi_y,\qquad \phi_y=-\psi_x .
\end{equation}
Along a counterclockwise path with unit tangent $(t_x,t_y)$, the outward normal is $(t_y,-t_x)$. Therefore
\begin{equation}
\partial_n\phi=\phi_xt_y-\phi_yt_x=\psi_yt_y+\psi_xt_x=\partial_s\psi .
\end{equation}
The current leaving through a piece of the path is
\begin{equation}
\int\mathbf k\cdot\mathbf n\,ds=-\frac{1}{R_s}\int\partial_n\phi\,ds=-\frac{\Delta\psi}{R_s}.
\end{equation}
In a sheet without holes, every closed path inside encloses only source-free film. The net current through it is zero, so $\psi$ returns to its starting value and is single-valued.

Now follow the edge. On insulating pieces $\psi$ is constant. At $A$ the outgoing current is $-I$, so $\psi$ rises by $R_sI$. At $B$ it falls by the same amount. Choosing the free constant gives
\begin{equation}
\psi=\begin{cases}R_sI,&\text{on the edge from }A\text{ to }B,\\
0,&\text{on the rest of the edge.}\end{cases}
\label{steps}
\end{equation}
This statement needs no normal, so corners are allowed.

Q: Do edge values with two jumps fix $\psi$ inside? Something singular might hide at the jumps.

A: It could, if $\psi$ were allowed to grow without limit. It is not. For a small contact at $A$ that only injects current, and one at $B$ that only removes it, $\psi$ changes monotonically across each contact. Its edge values, and hence by the maximum principle its interior values, lie between $0$ and $R_sI$. The point limit keeps these bounds.

Suppose two bounded solutions differ by $u$. Then $u$ is bounded, harmonic and zero on the edge except perhaps at $A$ and $B$. Let $L$ exceed the diameter of the sheet. For any $\varepsilon>0$, the function
\begin{equation}
\varepsilon\left[\ln\frac{L}{|z-z_A|}+\ln\frac{L}{|z-z_B|}\right]
\end{equation}
is harmonic and positive inside, and it grows without limit at the two doubtful points. The maximum principle then shows that it exceeds $|u|$ everywhere inside. Letting $\varepsilon\to0$ at a fixed interior point gives $u=0$. Thus \eqref{steps} and boundedness determine $\psi$, and $\phi$ follows up to a constant that cancels in voltage differences.

\section{Removing the outline}

Q: You still have to solve Laplace's equation in a region I haven't described.

A: I move the problem to a region where it is easy. The Riemann mapping theorem supplies an analytic one-to-one map $w(z)$ from the hole-free sheet to the upper half-plane. If the edge is a simple closed curve, Carath\'eodory's theorem extends the map continuously and one-to-one to the edge, with one edge point going to infinity. I use these two theorems as established mathematics.

An analytic function of $z$ becomes an analytic function of $w$, because the inverse map is analytic too. So $\psi$ remains harmonic and bounded, and its edge values are carried along unchanged. The jump is still $R_sI$: neither the current nor the sheet resistance has to be rescaled. The map also keeps the sense of travel along the edge, which in the half-plane is from left to right. I send a point between $D$ and $A$ to infinity, so the images satisfy $a<b<c<d$.

Q: Then what is the potential?

A: Try
\begin{equation}
F=-\frac{R_sI}{\pi}\ln\frac{w-a}{w-b}+\text{constant},
\label{F}
\end{equation}
with a real constant. Its imaginary part is
\begin{equation}
\psi=\frac{R_sI}{\pi}\left[\arg(w-b)-\arg(w-a)\right],
\end{equation}
where both arguments lie between $0$ and $\pi$. On the real axis, to the left of $a$ the bracket is $\pi-\pi=0$. Between $a$ and $b$ it is $\pi-0=\pi$. To the right of $b$ it is $0-0=0$. These are the values in \eqref{steps}, and $\psi$ is bounded, so by uniqueness this is the solution. The real part on the axis is
\begin{equation}
\phi(x)=-\frac{R_sI}{\pi}\ln\frac{|x-a|}{|x-b|}+\text{constant}.
\label{phi}
\end{equation}

Q: Write out the two resistances. I want to see the signs.

A: For the first, both $c$ and $d$ lie to the right of $a$ and $b$, so
\begin{align}
V_D-V_C&=-\frac{R_sI}{\pi}\left[\ln\frac{d-a}{d-b}-\ln\frac{c-a}{c-b}\right]\nonumber\\
&=\frac{R_sI}{\pi}\ln\frac{(c-a)(d-b)}{(c-b)(d-a)} .
\end{align}
Divide by $I$, multiply by $-\pi/R_s$ and exponentiate:
\begin{equation}
e_1\equiv e^{-\pi R_1/R_s}=\frac{(c-b)(d-a)}{(c-a)(d-b)} .
\label{e1}
\end{equation}
For the second, replace the entry point $a$ by $b$ and the exit point $b$ by $c$ in \eqref{phi}:
\begin{align}
V_A-V_D&=-\frac{R_sI}{\pi}\left[\ln\frac{b-a}{c-a}-\ln\frac{d-b}{d-c}\right]\nonumber\\
&=\frac{R_sI}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)},\\
e_2\equiv e^{-\pi R_2/R_s}&=\frac{(b-a)(d-c)}{(c-a)(d-b)} .
\label{e2}
\end{align}

Q: The outline has only changed its disguise. I don't know $a,b,c,d$ either.

A: Eliminate them. With $p=b-a$, $q=c-b$ and $r=d-c$, the sum of the two numerators is
\begin{align}
q(p+q+r)+pr&=pq+q^2+qr+pr\nonumber\\
&=(p+q)(q+r)=(c-a)(d-b),
\end{align}
which is the common denominator. Hence
\begin{equation}
e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1 .
\label{vdp}
\end{equation}
The shape and the contact positions enter the two readings through one number, $e_1$, since $e_2=1-e_1$. Two readings therefore suffice to find both that number and $R_s$. Both fractions are positive and sum to one, so each is below one and both resistances are positive.

There is a simple limit to check. Let $B$ approach $C$, so $q\to0$. Then $e_1\to0$ and $R_1\to\infty$, because a voltage contact approaches a current contact. At the same time $e_2\to1$ and $R_2\to0$, because the current enters and leaves at nearly the same place.

\section{Solving for the sheet resistance}

Q: The equation is transcendental. Could it have two solutions?

A: No. For positive readings, call its left side $f(R_s)$. Then
\begin{equation}
f'(R_s)=\frac{\pi}{R_s^2}\left(R_1e_1+R_2e_2\right)>0,
\label{slope}
\end{equation}
with the exponentials evaluated at the trial $R_s$. The function rises from $0$ at small $R_s$ towards $2$ at large $R_s$, and crosses $1$ once. If both readings equal $R$, then $2e^{-\pi R/R_s}=1$ and $R_s=\pi R/\ln2$. Replacing both readings by the smaller or the larger one gives
\begin{equation}
\frac{\pi\min(R_1,R_2)}{\ln2}\le R_s\le\frac{\pi\max(R_1,R_2)}{\ln2}.
\end{equation}

Q: May I just insert the average $\bar R=(R_1+R_2)/2$?

A: That gives an upper bound. The arithmetic mean is at least the geometric mean, so
\begin{equation}
1=e_1+e_2\ge2\sqrt{e_1e_2}=2e^{-\pi\bar R/R_s}
\quad\Longrightarrow\quad R_s\le\frac{\pi\bar R}{\ln2}.
\end{equation}
To see the size of the error, write the readings as $\bar R(1\pm\delta)$ and let $X=\pi\bar R/R_s$. Equation \eqref{vdp} becomes $2e^{-X}\cosh(X\delta)=1$, or $X=\ln2+\ln\cosh(X\delta)$. For small $\delta$, $\ln\cosh(X\delta)\simeq(\ln2)^2\delta^2/2$, so
\begin{equation}
R_s\simeq\frac{\pi\bar R}{\ln2}\left(1-\frac{\ln2}{2}\,\delta^2\right).
\label{small}
\end{equation}
In the opposite limit, $R_1\ll R_s$, we have $e_2=1-e_1\simeq\pi R_1/R_s$, hence $R_2\simeq(R_s/\pi)\ln[R_s/(\pi R_1)]$. One reading tends to zero while the other grows only logarithmically.

\section{An irregular film in numbers}

Q: Show me a case whose outline was not chosen to make the map easy.

A: Take indium tin oxide on glass, with rough typical values: electron density $n=10^{21}\ \mathrm{cm^{-3}}$, mobility $\mu=30\ \mathrm{cm^2/Vs}$ and thickness $150\ \mathrm{nm}$. Then $\rho=1/(en\mu)=2.081\times10^{-4}\ \Omega\,\mathrm{cm}$. Dividing by $1.5\times10^{-5}\ \mathrm{cm}$ gives $R_s=13.87\ \Omega$ per square. Let the edge be
\begin{equation}
r(s)=5\ \mathrm{mm}\,\left(1+0.12\cos2s+0.08\sin3s\right),
\end{equation}
with contacts at polar angles $s=27^\circ$, $90^\circ$, $193.5^\circ$ and $261^\circ$. A boundary integral solution of the original current problem, which uses no conformal map, gives at $1\ \mathrm{mA}$ the voltages $1.8187$ and $4.7937\ \mathrm{mV}$. Thus $R_1=1.8187\ \Omega$ and $R_2=4.7937\ \Omega$.

The map was computed separately, from a problem with prescribed edge potentials. The map is fixed only up to a normalisation that leaves $e_1$ and $e_2$ unchanged. With the centre $z=0$ sent to $w=i$ and the edge point $s=0$ sent to infinity, it places the contacts at
\begin{equation}
(a,b,c,d)=(-6.17552,\,-1.04952,\,0.05066,\,0.81552).
\end{equation}
Equation \eqref{e1} then gives
\begin{equation}
e_1=\frac{1.10018\times6.99104}{6.22618\times1.86504}=0.66236,
\end{equation}
and \eqref{e2} gives $e_2=0.33764$. The field solution gives the same two numbers; the unrounded results agree to the seven decimals in the numerical output. This tests the mapping step as well as the final sum.

Q: Now forget the input and recover $R_s$ from the two readings.

A: The bounds are $8.24$ and $21.73\ \Omega$ per square, and the average gives $14.985$. Start Newton's method there. The exponentials are $0.6830$ and $0.3660$, with sum $1.0490$, and \eqref{slope} gives a slope of $0.0419$ per ohm. The next value is
\begin{equation}
14.985-\frac{0.0490}{0.0419}\simeq13.82 .
\end{equation}
One more step gives $13.87\ \Omega$ per square, the input value. The average was too high: the true value is $0.9256$ of it. Here $\delta=0.450$, and \eqref{small} predicts $0.930$, which is close although $\delta$ is not very small.

Q: And the corners you promised to allow?

A: Put the contacts at the corners of a $3:2$ rectangle, with $A$ and $B$ at the ends of a long side. Resistor networks with $45\times30$ and $90\times60$ cells, extrapolated to zero spacing, give $R_1/R_s=0.640027$ and $R_2/R_s=0.045756$. The sum in \eqref{vdp} is $1.0000002$. The logarithmic limit, with the two readings exchanged, predicts $0.617$ for the larger ratio, about $4\%$ below the network value.

\section{Where the relation fails}

Q: Why do you insist on no holes? An insulating hole carries no current away.

A: True, and $\psi$ is still single-valued. But it takes a constant value on the inner rim which \eqref{steps} does not supply; it is set by requiring $\phi$ to be single-valued around the hole. Nor can a sheet with a hole be mapped one-to-one and continuously onto a half-plane.

A disk of radius $1$ with a central hole of radius $h$ shows the effect. Let the contacts be $90^\circ$ apart. A potential proportional to $(r^m+h^{2m}r^{-m})\cos m\theta$ has no radial slope at $r=h$. At $r=1$, its value divided by its radial slope is
\begin{equation}
\frac1m\,\frac{1+h^{2m}}{1-h^{2m}} .
\end{equation}
A unit point source on the rim has the expansion $1/(2\pi)+(1/\pi)\sum_{m\ge1}\cos m\theta$. The constant term cancels between entry and exit. The edge potential of one source, divided by $R_sI$, is therefore
\begin{equation}
N(\theta)=\frac1\pi\sum_{m\ge1}\frac{1}{m}\,\frac{1+h^{2m}}{1-h^{2m}}\cos m\theta .
\end{equation}
Contacts $D$ and $C$ are at $90^\circ$ and $180^\circ$ from the entry, and at $180^\circ$ and $90^\circ$ from the exit. Thus $R/R_s=2[N(90^\circ)-N(180^\circ)]$. Without a hole this is $\ln2/\pi$. To leading order in $h$, the $m=1$ term adds
\begin{equation}
\frac{2}{\pi}\,2h^2\left[\cos90^\circ-\cos180^\circ\right]=\frac{4h^2}{\pi},
\end{equation}
a relative change of $4h^2/\ln2$. For $h=0.1$ this is $5.8\%$, although the hole removes only $1\%$ of the area. The full series gives $R/R_s=0.23337$ and a sum of $0.961$ instead of $1$. Using \eqref{vdp} regardless would overstate $R_s$ by $5.8\%$.

Q: My film has no hole, but it isn't ideal either. Which assumption should worry me?

A: Keep the outline, contact centres and current of the example fixed, and change one thing at a time. Small voltages make thermoelectricity important. With a rough Seebeck coefficient of $20\ \mu\mathrm{V/K}$ and a $1\ \mathrm K$ difference between the voltage contacts, the offset is $20\ \mu\mathrm V$, or $0.02\ \Omega$ at $1\ \mathrm{mA}$. Added to both readings, it raises the inferred $R_s$ by $0.71\%$. If the offset stays constant, taking half the difference of the voltages at $+I$ and $-I$ removes it.

Real contacts also have length. If all four are equipotential pieces of edge $0.5\ \mathrm{mm}$ long, the inferred value is $0.16\%$ below the true one. Halving the length reduces this error to $0.04\%$, a ratio close to $4$, as for an error quadratic in length. A linear change of sheet resistance by $5\%$ over $10\ \mathrm{mm}$ shifts the inferred value from the area mean by $0.13\%$ in the worst direction, to first order in the variation.

Q: Does the current heat the film enough to matter?

A: Not on this estimate. With these finite contacts, the resistance between $A$ and $B$ is $33.2\ \Omega$, excluding any interface resistance, so the power is $33.2\ \mu\mathrm W$. I add a local rise $P/(\kappa\ell)$ in the glass to a mean rise $P/(2\alpha S)$ set by air cooling of both faces. With $\kappa=1\ \mathrm{W/mK}$, contact length $\ell=0.5\ \mathrm{mm}$, $\alpha=10\ \mathrm{W/m^2K}$ and area $S=79.4\ \mathrm{mm^2}$, the total is about $0.09\ \mathrm K$. A rough temperature coefficient of $10^{-3}\ \mathrm{K^{-1}}$ turns this into about $0.01\%$ of $R_s$. A resistive interface at a current contact would add heat.

Q: Is Ohm's law itself safe in a film this thin?

A: Along the film, yes, for these values. In a free-electron estimate the Fermi wave number is $k_F=(3\pi^2n)^{1/3}$, and the mean free path is $\hbar k_F\mu/e=6.1\ \mathrm{nm}$. That is far below the millimetre distances over which the current spreads between contacts. The field is weak too at $1\ \mathrm{mA}$. At a distance $r$ beyond the end of an equipotential contact of length $\ell$ on a straight edge it is about $R_sI/[\pi\sqrt{r(r+\ell)}]$. For $\ell=0.5\ \mathrm{mm}$ and $r$ equal to the film thickness this is about $500\ \mathrm{V/m}$, so an electron gains only about $10^{-4}k_BT$ per free path at room temperature. The mean free path is also small compared with the thickness, but scattering at the two surfaces may still make $\rho$ differ from its value in a thick layer. The relation would then still give the $R_s$ of this film; what would become doubtful is carrying the resulting $\rho$ over to another thickness.

\section*{Table of computed values}
\begin{verbatim}
carrier density (rough)         1.0e+21 cm^-3
mobility (rough)                30 cm2/Vs
film thickness                  150 nm
resistivity                     2.081e-04 ohm cm
input sheet resistance          13.8700 ohm/sq
mean radius parameter           5.0 mm
sample area                     79.36 mm2
contact polar angles A,B,C,D    27.0, 90.0, 193.5, 261.0 deg
half-plane a,b,c,d              -6.17552, -1.04952, 0.05066, 0.81552
R1/Rs, R2/Rs from field         0.131125, 0.345616
exp(-pi R1/Rs) field, map       0.6623634, 0.6623634
exp(-pi R2/Rs) field, map       0.3376366, 0.3376366
sum minus 1, irregular sheet    -5.1e-15
negative powers in map, rel.    3.7e-10
current                         1.0 mA
voltages V1, V2                 1.8187, 4.7937 mV
R1, R2                          1.8187, 4.7937 ohm
lower bound pi Rmin/ln2         8.2430 ohm/sq
upper bound pi Rmax/ln2         21.7268 ohm/sq
estimate from mean R            14.9849 ohm/sq
recovered sheet resistance      13.8700 ohm/sq
recovered / mean-R estimate     0.92560
rectangle 3:2, R1/Rs, R2/Rs     0.640027, 0.045756
rectangle sum, extrapolated     1.0000002
hole radius / disk radius       0.10
disk with hole: R/Rs            0.23337
disk with hole: sum             0.96078
disk with hole: apparent/true   1.05772
contact length                  0.50 mm
finite-contact error in Rs      -0.1598 %
same, half the length           -0.0399 %
ratio of these errors           4.001
Rs variation over 10 mm         5.0 %
error against area mean, worst  0.13 %
Seebeck coefficient (rough)     20 uV/K
contact temperature difference  1.0 K
thermoelectric error in Rs      0.71 %
two-terminal R, no contact R    33.19 ohm
Joule power                     33.19 uW
glass conductivity (rough)      1.0 W/mK
air cooling coefficient (rough) 10 W/m2K
temperature rise estimate       0.087 K
temperature coefficient (rough) 1e-03 1/K
heating error in Rs             0.0087 %
electron mean free path         6.11 nm
\end{verbatim}
